# Dual Projectors for Ultrasoft Pseudopotentials: test program

```python
# Result under test: with chi_i = (eps_i - T - V_loc) phi_i and
# B_ij = <phi_i|chi_j> invertible, the projectors
# beta_i = sum_j (B^-1)_ji chi_j obey <beta_i|phi_j> = delta_ij.
# phi_i: pseudo waves, psi_i: all-electron waves, eps_i: their energies,
# T: kinetic energy, V_loc: local potential, r_c: matching radius,
# q_ij: overlap of psi minus overlap of phi inside r_c,
# D_ij = B_ij + eps_j q_ij: ultrasoft coefficients.
# Example: hydrogen 1s and 2s, radial functions u = r R, atomic units.
import numpy as np
from numpy.polynomial import Polynomial as Poly
from scipy.integrate import quad
from scipy.interpolate import BSpline
from scipy.linalg import eig, eigh

r_c = 1.5
eps = np.array([-0.5, -0.125])
prefactor = [Poly([0, 2.0]), Poly([0, 1.0, -0.5]) / np.sqrt(2)]
decay = [1.0, 0.5]


def psi(i, r):
    return prefactor[i](r) * np.exp(-decay[i] * r)


def psi_derivatives(i, r, count):
    p, values = prefactor[i], []
    for _ in range(count):
        values.append(p(r) * np.exp(-decay[i] * r))
        p = p.deriv() - decay[i] * p
    return np.array(values)


def matched_polynomial(powers, values):
    monomials = [Poly([0] * p + [1.0]) for p in powers]
    matrix = np.array([[m.deriv(d)(r_c) if d else m(r_c)
                        for m in monomials] for d in range(len(values))])
    coefficients = np.linalg.solve(matrix, values)
    return sum((c * m for c, m in zip(coefficients, monomials)), Poly([0.0]))


phi = [matched_polynomial([1, 3, 5, 7], psi_derivatives(i, r_c, 4))
       for i in range(2)]
v_loc = matched_polynomial([0, 2, 4], [-1/r_c, 1/r_c**2, -2/r_c**3])
chi = [eps[i] * phi[i] + 0.5 * phi[i].deriv(2) - v_loc * phi[i]
       for i in range(2)]

# Kinetic term and locality, by finite differences of the waves
step = 1e-3


def second_difference(f, r):
    return (f(r + step) - 2 * f(r) + f(r - step)) / step**2


for i in range(2):
    for r in (0.3, 0.8, 1.3):
        direct = (eps[i] - v_loc(r)) * phi[i](r) \
            + 0.5 * second_difference(phi[i], r)
        assert abs(direct - chi[i](r)) < 1e-5  # O(step^2) error
    for r in (1.7, 3.0, 6.0):
        outside = (eps[i] + 1/r) * psi(i, r) \
            + 0.5 * second_difference(lambda x: psi(i, x), r)
        assert abs(outside) < 1e-5
    assert abs(chi[i](r_c)) < 1e-10
    assert abs(chi[i].deriv()(r_c)) < 1e-9


def integrate(f):
    return quad(f, 0, r_c, epsabs=1e-13, epsrel=1e-12)[0]


def exact_overlap(f, g):
    antiderivative = (f * g).integ()
    return antiderivative(r_c) - antiderivative(0)


B = np.array([[integrate(lambda r: phi[i](r) * chi[j](r))
               for j in range(2)] for i in range(2)])
B_inv = np.linalg.inv(B)
beta = [sum((B_inv[j, i] * chi[j] for j in range(2)), Poly([0.0]))
        for i in range(2)]
duality = np.array([[exact_overlap(b, p) for p in phi] for b in beta])
assert np.allclose(duality, np.eye(2), atol=1e-8)

# Explicit two-projector formulas
det_B = B[0, 0] * B[1, 1] - B[0, 1] * B[1, 0]
r_test = np.linspace(0.1, 1.4, 7)
explicit = [(B[1, 1] * chi[0] - B[1, 0] * chi[1]) / det_B,
            (B[0, 0] * chi[1] - B[0, 1] * chi[0]) / det_B]
for i in range(2):
    assert np.allclose(explicit[i](r_test), beta[i](r_test),
                       rtol=1e-7, atol=1e-7)

# Wrong index order: duality is lost because B is not symmetric
wrong = [sum((B_inv[i, j] * chi[j] for j in range(2)), Poly([0.0]))
         for i in range(2)]
wrong_overlap = np.array([[exact_overlap(p, b) for b in wrong] for p in phi])
assert np.allclose(wrong_overlap, B @ B_inv.T, atol=1e-7)
wrong_error = np.max(np.abs(wrong_overlap - np.eye(2)))
assert wrong_error > 1e-3

# Norm deficits and the asymmetry of B
q = np.array([[integrate(lambda r: psi(i, r) * psi(j, r)
                         - phi[i](r) * phi[j](r))
               for j in range(2)] for i in range(2)])
asymmetry = B[0, 1] - B[1, 0]
assert abs(asymmetry - (eps[0] - eps[1]) * q[0, 1]) < 1e-10
assert abs(asymmetry) > 1e-6
D = B + q * eps[None, :]
assert abs(D[0, 1] - D[1, 0]) < 1e-10

# Spline diagonalization; the basis allows a kink in u''' at r_c
degree, r_max = 7, 40.0
outer = np.geomspace(r_c, r_max, 21)[1:]
knots = np.concatenate([[0.0] * 8, [0.75], [r_c] * 4,
                        outer[:-1], [r_max] * 8])
breaks = np.concatenate([[0.0, 0.75, r_c], outer])
nodes, node_weights = np.polynomial.legendre.leggauss(16)
half = np.diff(breaks) / 2
middle = (breaks[1:] + breaks[:-1]) / 2
grid = (middle[:, None] + half[:, None] * nodes).ravel()
weight = (half[:, None] * node_weights).ravel()
splines = BSpline(knots, np.eye(len(knots) - degree - 1), degree)
values = splines(grid)[:, 1:-1]
slopes = splines.derivative()(grid)[:, 1:-1]
inside = grid < r_c
potential = np.where(inside, v_loc(grid), -1/grid)
metric = values.T @ (weight[:, None] * values)
H_local = 0.5 * slopes.T @ (weight[:, None] * slopes) \
    + values.T @ ((weight * potential)[:, None] * values)
projections = np.array([values.T @ (weight * np.where(inside, b(grid), 0))
                        for b in beta]).T
local_levels = eigh(H_local, metric, eigvals_only=True)
H_B = H_local + projections @ B @ projections.T
H_D = H_local + projections @ D @ projections.T
S = metric + projections @ q @ projections.T
levels_B = eig(H_B, metric, right=False)
levels_D = eig(H_D, S, right=False)
S_min = eigh(S, metric, eigvals_only=True)[0]


def nearest(levels, target):
    return levels[np.argmin(np.abs(levels - target))]


for energy in eps:
    assert abs(nearest(levels_B, energy) - energy) < 1e-6
    assert abs(nearest(levels_D, energy) - energy) < 1e-6
assert abs(nearest(local_levels, eps[0]) - eps[0]) > 1e-3

# Complex model with three projectors
rng = np.random.default_rng(4)
size, count = 7, 3
A = rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))
H = (A + A.conj().T) / 2
waves = rng.normal(size=(size, count)) + 1j * rng.normal(size=(size, count))
energies = np.array([-1.0, 0.3, 1.1])
residues = waves * energies - H @ waves
B_model = waves.conj().T @ residues
B_model_inv = np.linalg.inv(B_model)
duals = np.array([sum(B_model_inv[j, i] * residues[:, j]
                      for j in range(count)) for i in range(count)]).T
model_error = np.max(np.abs(duals.conj().T @ waves - np.eye(count)))
assert model_error < 1e-9
V_model = duals @ B_model @ duals.conj().T
assert np.allclose((H + V_model) @ waves, waves * energies, atol=1e-8)

# A nonzero chi does not guarantee an invertible B
H_small = np.array([[0.0, -1.0], [-1.0, 0.0]])
wave_small = np.array([1.0, 0.0])
chi_small = 0.0 * wave_small - H_small @ wave_small
assert np.linalg.norm(chi_small) > 0.5
assert abs(wave_small @ chi_small) < 1e-14


def show(name, matrix, unit):
    for i in range(2):
        print(f"{name} row {i+1}: {matrix[i, 0]:.6f} "
              f"{matrix[i, 1]:.6f} {unit}")


print(f"r_c = {r_c} bohr")
print(f"eps_1, eps_2 = {eps[0]}, {eps[1]} hartree")
for i in range(2):
    c = phi[i].coef
    print(f"phi_{i+1} coefficients of r, r^3, r^5, r^7 (atomic units): "
          f"{c[1]:.6f} {c[3]:.6f} {c[5]:.6f} {c[7]:.6f}")
c = v_loc.coef
print(f"V_loc coefficients of 1, r^2, r^4 (atomic units): "
      f"{c[0]:.6f} {c[2]:.6f} {c[4]:.6f}")
show("B", B, "hartree")
print(f"det B = {det_B:.6e} hartree^2")
print(f"condition number of B = {np.linalg.cond(B):.2f}")
show("B^-1", B_inv, "1/hartree")
for r in (0.5, 1.0):
    print(f"r = {r} bohr: chi_1, chi_2 = {chi[0](r):.6f}, "
          f"{chi[1](r):.6f} hartree bohr^-1/2")
    print(f"r = {r} bohr: beta_1, beta_2 = {beta[0](r):.5f}, "
          f"{beta[1](r):.5f} bohr^-1/2")
show("<beta_i|phi_j>", duality, "(dimensionless)")
print(f"largest duality error = {np.max(np.abs(duality-np.eye(2))):.1e}")
show("overlap <phi_k|beta_i>, wrong index order", wrong_overlap, "")
print(f"largest error, wrong index order = {wrong_error:.5f}")
show("q", q, "(dimensionless)")
print(f"B_12 - B_21 = {asymmetry:.8f} hartree")
print(f"(eps_1-eps_2) q_12 = {(eps[0]-eps[1])*q[0, 1]:.8f} hartree")
show("D", D, "hartree")
print(f"V_loc alone, lowest two levels: {local_levels[0]:.6f} "
      f"{local_levels[1]:.6f} hartree")
for i in range(2):
    print(f"level nearest eps_{i+1}, B form: "
          f"{nearest(levels_B, eps[i]).real:.8f} hartree")
    print(f"level nearest eps_{i+1}, D and S form: "
          f"{nearest(levels_D, eps[i]).real:.8f} hartree")
lowest = np.sort(levels_D.real)[:3]
print(f"D and S form, lowest three levels: {lowest[0]:.6f} "
      f"{lowest[1]:.6f} {lowest[2]:.6f} hartree")
print(f"exact hydrogen 3s energy = {-1/18:.6f} hartree")
print(f"smallest eigenvalue of S = {S_min:.6f}")
print(f"complex three-projector model, duality error = {model_error:.1e}")
print("no test failed")
```

It prints:

```
r_c = 1.5 bohr
eps_1, eps_2 = -0.5, -0.125 hartree
phi_1 coefficients of r, r^3, r^5, r^7 (atomic units): 1.126110 -0.515988 0.121895 -0.011937
phi_2 coefficients of r, r^3, r^5, r^7 (atomic units): 0.387590 -0.225394 0.051078 -0.004875
V_loc coefficients of 1, r^2, r^4 (atomic units): -1.250000 0.370370 -0.049383
B row 1: -0.173407 -0.062778 hartree
B row 2: -0.053074 -0.019164 hartree
det B = -8.605520e-06 hartree^2
condition number of B = 4322.26
B^-1 row 1: 2226.993657 -7295.033662 1/hartree
B^-1 row 2: -6167.446099 20150.718558 1/hartree
r = 0.5 bohr: chi_1, chi_2 = -0.297700, -0.104330 hartree bohr^-1/2
r = 0.5 bohr: beta_1, beta_2 = -19.52426, 69.40018 bohr^-1/2
r = 1.0 bohr: chi_1, chi_2 = -0.270768, -0.100227 hartree bohr^-1/2
r = 1.0 bohr: beta_1, beta_2 = 15.14668, -44.38662 bohr^-1/2
<beta_i|phi_j> row 1: 1.000000 -0.000000 (dimensionless)
<beta_i|phi_j> row 2: 0.000000 1.000000 (dimensionless)
largest duality error = 2.4e-13
overlap <phi_k|beta_i>, wrong index order row 1: 71.787192 -195.532035 
overlap <phi_k|beta_i>, wrong index order row 2: 21.609582 -58.845672 
largest error, wrong index order = 195.53203
q row 1: 0.073043 0.025876 (dimensionless)
q row 2: 0.025876 0.009122 (dimensionless)
B_12 - B_21 = -0.00970348 hartree
(eps_1-eps_2) q_12 = -0.00970348 hartree
D row 1: -0.209929 -0.066012 hartree
D row 2: -0.066012 -0.020305 hartree
V_loc alone, lowest two levels: -0.356664 -0.105209 hartree
level nearest eps_1, B form: -0.50000000 hartree
level nearest eps_1, D and S form: -0.50000000 hartree
level nearest eps_2, B form: -0.12500000 hartree
level nearest eps_2, D and S form: -0.12500000 hartree
D and S form, lowest three levels: -0.500000 -0.125000 -0.055554 hartree
exact hydrogen 3s energy = -0.055556 hartree
smallest eigenvalue of S = 0.969898
complex three-projector model, duality error = 3.0e-16
no test failed
```
